# Low-compensation hopping energy of germanium: where the coefficient 0.99 comes from

**Question**

I have n-type germanium with $N=10^{16}$ donors per cm³ and very few acceptors, and I need the activation energy $\varepsilon_3$ of hopping between donors. I was given the Efros–Shklovskii coefficient 0.99, to be multiplied by a Coulomb energy at the donor spacing, but I cannot see where it comes from.

My own attempt was this. Each acceptor takes an electron from its nearest donor, which leaves a vacancy bound to the acceptor. The mean distance to the nearest donor is

$$\int_0^\infty e^{-4\pi N r^3/3}\,dr\approx 25.7\ \text{nm}.$$

With a relative permittivity of 16 the binding energy at that distance is $90.0/25.7\approx3.5$ meV, and I took this as the energy needed to free the vacancy. It disagrees with the formula. What is wrong, why does the acceptor density drop out, and how far can I trust the answer for real germanium?

**Answer**

Your 3.5 meV is the binding energy of a vacancy at a typical acceptor. The number of mobile vacancies is governed by the Fermi level, which is fixed by charge balance between two rare kinds of acceptor. The acceptor density multiplies both kinds and cancels.

**Model and signs**

Donors and acceptors sit at random positions, with acceptor density $KN$ and $K\to0$. Every acceptor has captured an electron. Charges are classical points in a uniform dielectric of relative permittivity $\kappa$. I write

$$C=\frac{e^2}{4\pi\varepsilon_0\kappa},\qquad \varepsilon_D=C N^{1/3},$$

and measure electron energies, including the Fermi level $\mu$, upward from the level of an isolated donor.

A negative acceptor at distance $r$ raises a donor level to $C/r$. Moving that donor's electron to the Fermi level costs $\mu-C/r$, which is negative if $r<r_\mu$, where $r_\mu=C/\mu$. Two ionized donors are both positive and repel, which adds $+C/r_{ij}$. With distances $x=r/r_\mu$ and energies in units of $\mu$, a set of ionized donors around one acceptor costs

$$E=\sum_i\left(1-\frac1{x_i}\right)+\sum_{i<j}\frac1{x_{ij}} .$$

The ground state minimizes $E$. Different acceptors are treated as independent, which is the leading approximation for small $K$.

**Which complexes exist**

Suppose $m$ donors are ionized around one acceptor. Each must resist taking its electron back, so the terms containing it must sum to less than zero:

$$1-\frac1{x_i}+\sum_{j\ne i}\frac1{x_{ij}}<0 .$$

Apply this to the farthest donor $i$. The triangle inequality gives $x_{ij}\le x_i+x_j\le2x_i$, so the repulsion is at least $(m-1)/(2x_i)$. For $m\ge3$ this is at least $1/x_i$, and the left side is at least 1. The condition fails, so an acceptor holds at most two ionized donors. The total charges of the 0-, 1- and 2-complexes are $-e$, $0$ and $+e$.

**Counting the 0-complexes**

If a donor lies inside $r_\mu$, ionizing it lowers $E$ below zero. If none does, every term in $E$ is positive and nothing is ionized. A 0-complex therefore requires an empty sphere. The mean number of donors in the sphere is

$$t=\frac{4\pi}{3}N r_\mu^3 ,$$

and for random positions the probability of finding none is $e^{-t}$.

**Counting the 2-complexes**

Take two donors at distances $x<y$. The outer one stays ionized if

$$\frac1y-\frac1{x_{12}}>1\quad\Longleftrightarrow\quad x_{12}>D,\qquad D=\frac{y}{1-y}.$$

The inner donor then satisfies its own condition, since $1/x>1/y$. The pair also beats the state with no ionized donor: its energy is $(1-1/x)+(1-1/y+1/x_{12})$, and both brackets are negative.

Because $x_{12}\le x+y<2y$, we need $D<2y$, so $y<1/2$. The inner donor must have $x>D-y$.

Let $\theta$ be the angle between the two donors seen from the acceptor. From $x_{12}^2=x^2+y^2-2xy\cos\theta>D^2$,

$$\cos\theta<c_*=\frac{x^2+y^2-D^2}{2xy}.$$

For random directions $\cos\theta$ is uniform between $-1$ and $1$, so the allowed fraction is

$$\frac{1+c_*}{2}=\frac{(x+y)^2-D^2}{4xy}.$$

A shell at $y$ holds $3t\,y^2dy$ donors on average, and likewise for $x$. Requiring $x<y$ counts each pair once, so the mean number of stable pairs per acceptor is $g t^2$ with

$$g=\frac94\int_0^{1/2}y\,dy\int_{D-y}^{y}x\left[(x+y)^2-D^2\right]dx .$$

For the inner integral put $s=x+y$, which runs from $D$ to $2y$:

$$\int_D^{2y}(s-y)(s^2-D^2)\,ds=\left[\frac{s^4}{4}-\frac{y s^3}{3}-\frac{D^2s^2}{2}+D^2ys\right]_D^{2y}.$$

The upper limit gives $4y^4-\tfrac83y^4=\tfrac43y^4$, since the two $D^2$ terms cancel. The lower limit gives $-\tfrac14D^4+\tfrac23yD^3$. With $u=1-y$ and $D=y/u$, the difference is

$$y^4\left(\frac43-\frac{2}{3u^3}+\frac1{4u^4}\right).$$

The remaining integral has three parts. Expanding $y^5=(1-u)^5$ in the last two,

$$\int_0^{1/2}y^5dy=\frac1{384},\qquad \int_{1/2}^1\frac{(1-u)^5}{u^3}du=10\ln2-\frac{83}{12},$$

$$\int_{1/2}^1\frac{(1-u)^5}{u^4}du=\frac{167}{24}-10\ln2 .$$

Combining them,

$$g=\frac94\left[\frac1{288}+\frac{83}{18}+\frac{167}{96}-\left(\frac{20}{3}+\frac52\right)\ln2\right]=\frac{915}{64}-\frac{165}{8}\ln2\approx7.144\times10^{-4}.$$

As a test, the energies of one million random donor pairs were compared directly. This gave $7.16\times10^{-4}$.

**Charge balance and the coefficient**

Each acceptor supplies one vacancy, so on average each has one ionized donor. The numbers of 0- and 2-complexes must then be equal:

$$KN\,e^{-t}=KN\,g t^2 .$$

The factor $KN$ cancels. The left side falls with $t$ and the right side rises, so there is one positive solution, $t=4.318$. Both kinds are rare, at $e^{-t}=1.3\%$ of acceptors each. From $r_\mu=(3t/4\pi N)^{1/3}$,

$$\mu=\frac{C}{r_\mu}=\left(\frac{4\pi}{3t}\right)^{1/3}\varepsilon_D=\left(\frac{4.189}{4.318}\right)^{1/3}\varepsilon_D=0.990\,\varepsilon_D .$$

One approximation remains. The count $gt^2$ treats each pair as if no other donor were present, but a third, closer donor can displace a pair, and one acceptor may have several candidate pairs. Hence $gt^2$ is an upper bound on the number of 2-complexes. Minimizing $E$ over all donors inside $r_\mu$, for random configurations, gives 0.84 of the simple count at the same $t$.

The effect on $\mu$ is small. If the pair count is multiplied by $f$, the logarithm of the balance gives, for a small shift,

$$-\delta t=\ln f+\frac{2\,\delta t}{t}\quad\Rightarrow\quad\delta t=-\frac{\ln f}{1+2/t}\approx0.12 .$$

Since $\mu\propto t^{-1/3}$, this lowers $\mu$ by about 0.9%. The full minimization gives a coefficient of 0.981, so 0.99 belongs to the simple pair count and is good to about 1% within this model.

**Why the activation energy equals $\mu$**

When $K$ is small, almost all donors are neutral and far from any acceptor, so their levels lie near zero. Current flows when vacancies move among these typical donors. An occupied donor has two spin states, so the probability that a typical donor is empty is

$$p=\frac{1}{1+2e^{\mu/k_BT}}\approx\frac12e^{-\mu/k_BT}.$$

Hops between donors with nearly equal levels add no further activation at leading order. Therefore

$$\varepsilon_3=\mu=0.99\,\frac{e^2N^{1/3}}{4\pi\varepsilon_0\kappa}.$$

This also resolves your discrepancy. The electron removed from a typical donor need not fill the vacancy beside a typical acceptor, whose level lies about 3.5 meV higher. In equilibrium it is exchanged with states at the Fermi level, which lies only $\mu$ higher, such as the outer donor of a marginal 2-complex. The scarcity of such complexes does not enter the exponent.

**Numbers for germanium**

The density is $10^{16}\ \text{cm}^{-3}=10^{-5}\ \text{nm}^{-3}$, so $N^{-1/3}=46.42$ nm. With the rough value $\kappa=16$, $C=90.0$ meV nm, and

$$\varepsilon_D=\frac{90.0}{46.42}=1.939\ \text{meV},\qquad \varepsilon_3=0.99\times1.939=1.92\ \text{meV}.$$

**The hopping energy is about 2 meV**, equivalent to 22 K. The coefficient 0.981 would give 1.90 meV. At ten times lower density, with the same $\kappa$ and small $K$, the result falls by $10^{1/3}=2.15$ to 0.89 meV.

**What finite compensation does**

Take $K=0.01$. There are two sources of spread in the donor levels.

A 1-complex is a dipole whose arm is set by the donor spacing. At the typical acceptor distance, proportional to $K^{-1/3}$, its potential scales as the inverse square of distance, hence as $K^{2/3}$. Direct sums over random dipoles give a median absolute shift of 0.13 meV. In these sums, reducing $K$ tenfold multiplied it by 0.19, against 0.215 from the power law, a difference that finite sampling can account for.

The 0- and 2-complexes carry net charge. Use $N^{-1/3}$ and $\varepsilon_D$ as units and write $c=0.990$ for $\mu$. Since $dt/d\mu=-3t/\mu$, the excess of negative complexes responds to $\mu$ as

$$R=K\frac{d}{d\mu}\left(e^{-t}-gt^2\right)=\frac{K e^{-t}(3t+6)}{c}\approx2.55\times10^{-3}.$$

A local rise $\phi$ of the electron levels acts like a fall of $\mu$, so the linearized Poisson equation is $\nabla^2\phi=4\pi R\phi$. The screening length is $\ell=(4\pi R)^{-1/2}=5.6$, or 259 nm. For independent charges of total density $2Ke^{-t}$, each with potential $\pm e^{-r/\ell}/r$,

$$\langle\phi^2\rangle=2Ke^{-t}\int_0^\infty\frac{e^{-2r/\ell}}{r^2}\,4\pi r^2dr=2Ke^{-t}\,(2\pi\ell).$$

The root-mean-square value is 0.19 meV, or 10% of $\varepsilon_3$. Because $\ell\propto K^{-1/2}$, it scales as $K^{1/4}$, so the limit is approached slowly: 1% would require $K\approx10^{-6}$. At $K=0.01$ a sphere of radius $\ell$ holds only about 0.2 charged complexes, so linear screening is not justified there and the 10% is an order of magnitude. It measures the spread of levels and does not give the sign or exact size of the change in $\varepsilon_3$.

**What temperature does**

At 2 K, $k_BT=0.172$ meV, or 9% of $\varepsilon_3$. I would expect the Fermi level to shift by an amount of this order; that is an estimate, not a calculation. At $K=0.01$, vacancies freed onto typical donors number about 3% of the charged complexes, so they barely disturb the charge balance. This ratio grows as $1/K$, so at 2 K the charge balance used here would fail for much smaller $K$.

A measured slope need not equal $\mu(T)$. If $\sigma\propto e^{-\mu(T)/k_BT}$ with a constant prefactor,

$$-\frac{d\ln\sigma}{d(1/k_BT)}=\mu-T\frac{d\mu}{dT},$$

so only a shift exactly linear in $T$ would drop out of the slope. The shift here is not shown to be linear, and a slope measured near 2 K can therefore differ from the zero-temperature $\varepsilon_3$.

Cooling further eventually favours longer hops between levels closer in energy. The thermal exponent $\varepsilon_3/k_BT$ is 11 at 2 K. With the mean decay length $a=4.15$ nm found below, which ignores how the decay in germanium varies with direction, the tunnelling exponent over one donor spacing is $2N^{-1/3}/a=22$. The two become equal near 1 K, but this overstates the tunnelling cost in germanium. Current flows through a percolating network whose critical hop is about $0.87N^{-1/3}$ long, and each hop can use whichever of the four valleys decays most slowly in its direction. Percolation on random donors with both effects included gives a critical exponent of about 14, which equals the thermal exponent near 1.6 K. Above that temperature, doubling the hop length costs more in tunnelling than removing the whole activation energy could gain, so hops over about one donor spacing are favoured. At 2 K the margin is small, 14 against 11. How far below 1.6 K this remains true is not calculated here.

Band conduction is negligible at 2 K on the basis of the exponential factors. For a donor binding energy of 10 meV, the band edge lies $10-1.92=8.1$ meV above the Fermi level, giving a factor of about $4\times10^{-21}$. The hopping factor, including tunnelling, is about $3\times10^{-15}$ with the mean decay length; with the four-valley exponent of 14 it is about $10^{-11}$, which only strengthens the conclusion.

**How real germanium differs**

The model also assumes that donors are classical points, which is doubtful for close pairs at this density. Rough typical values are a binding energy $E_b=10$ meV and masses of 0.082 and 1.6 electron masses across and along a conduction-band valley. The decay length $a=\hbar/\sqrt{2mE_b}$ is then 6.8 nm across and 1.5 nm along, with a geometric mean of 4.15 nm. This gives $N^{1/3}a=0.09$, well below the rough Mott value of 0.25 for the metal-insulator transition, so the sample is on the insulating side.

Close pairs of donors can still share an electron appreciably. To size this, use two hydrogenic orbitals $\psi=e^{-r}/\sqrt\pi$ a distance $\rho$ apart, with lengths in units of $a$ and energies in units of $C/a$. Let $S$ be their overlap, $J$ the attraction of one orbital's charge to the other core, and $X$ the same attraction for the product $\psi_a\psi_b$. If $E_0$ is the energy of one isolated donor,

$$H_{aa}=E_0-J,\qquad H_{ab}=E_0S-X,\qquad E_\pm=\frac{H_{aa}\pm H_{ab}}{1\pm S}.$$

Half the splitting is the transfer energy:

$$w=\frac{E_--E_+}{2}=\frac{SH_{aa}-H_{ab}}{1-S^2}=\frac{X-SJ}{1-S^2}.$$

For $S$ and $X$ use $u=(r_a+r_b)/\rho$ and $v=(r_a-r_b)/\rho$, with volume element $\tfrac18\rho^3(u^2-v^2)\,du\,dv\,d\varphi$:

$$S=\frac{\rho^3}{4}\int_1^\infty e^{-\rho u}\left(2u^2-\frac23\right)du=\left(1+\rho+\frac{\rho^2}{3}\right)e^{-\rho},$$

$$X=\rho^2\int_1^\infty u\,e^{-\rho u}du=(1+\rho)e^{-\rho}.$$

For $J$, the charge inside radius $\rho$ acts from the centre and each outer shell gives a constant potential:

$$J=\frac1\rho\int_0^\rho4r^2e^{-2r}dr+\int_\rho^\infty4re^{-2r}dr=\frac1\rho-\left(1+\frac1\rho\right)e^{-2\rho}.$$

At your nearest-donor distance of 25.7 nm and the mean decay length, $\rho=6.19$, so $S=0.041$, $J=0.16$, $X=0.0147$ and $w\approx0.0081\times90.0/4.15\approx0.18$ meV. Using the transverse decay length in every direction raises this to 0.72 meV, 38% of $\varepsilon_3$. At the full spacing of 46.4 nm the two values are 0.002 and 0.06 meV. The two-orbital formula underestimates the splitting by about 10%: solving the same one-electron two-centre problem in a converged basis gives 0.20 and 0.79 meV at 25.7 nm, and 0.0025 and 0.07 meV at 46.4 nm. The hydrogenic orbital also implies a binding energy $C/2a$, which is 10.8 meV for the mean length but only 6.6 meV for the transverse one, so the transverse case is the cruder of the two.

Quantum transfer is therefore small for hops over a full spacing but can be substantial for close pairs. The isotropic transverse case exaggerates the orbital's extent along the valley axis, and neither case treats the several valleys of germanium. These energies show the size of the neglected effect; they are not corrections to add to 1.92 meV. For a real sample at this density, "about 2 meV" is as much precision as the classical model supports.

## Numbers as computed

```
Pair coefficient g, integral: 7.1440e-04 (dimensionless)
Pair coefficient g, random pairs: 7.1591e-04 (dimensionless)
Mean donors inside r_mu, t: 4.3183 (dimensionless)
0-complex probability exp(-t): 0.01332 (dimensionless)
Coefficient c, leading count: 0.9899 (dimensionless)
Full/leading 2-complex count at t: 0.840 (ratio)
t with full minimization: 4.441 (dimensionless)
c with full minimization: 0.981 (dimensionless)
Donor density N: 1.0e+16 cm^-3
Relative permittivity, rough: 16.0 (dimensionless)
Donor spacing N^(-1/3): 46.42 nm
Coulomb constant e^2/(4 pi eps0 kappa): 90.00 meV nm
Energy unit eps_D: 1.939 meV
Hopping energy eps3 with 0.99: 1.920 meV
Same hopping energy divided by k_B: 22.3 K
Hopping energy with full minimization: 1.90 meV
Radius r_mu for 0.99: 46.88 nm
Compensation K: 0.010 (dimensionless)
Median absolute dipole shift: 0.126 meV
Dipole spread ratio, K/10 to K: 0.192 (ratio)
K^(2/3) prediction of that ratio: 0.215 (ratio)
Linear screening length: 259 nm
Rms charged-complex potential: 0.19 meV
That rms potential / eps3: 0.10 (ratio)
Temperature: 2.0 K
Thermal energy kT: 0.172 meV
kT/eps3: 0.090 (ratio)
Freed vacancies / charged complexes: 0.027 (ratio)
Donor binding energy, rough: 10.0 meV
Transverse mass, rough: 0.082 electron masses
Longitudinal mass, rough: 1.60 electron masses
Transverse decay length: 6.82 nm
Longitudinal decay length: 1.54 nm
Geometric-mean decay length: 4.15 nm
N^(1/3) times mean decay length: 0.090 (ratio)
Mean nearest-donor distance: 25.7 nm
Transfer at spacing, mean decay: 2.24e-03 meV
Transfer at spacing, transverse decay: 6.40e-02 meV
Transfer at nearest, mean decay: 1.76e-01 meV
Transfer at nearest, transverse decay: 7.20e-01 meV
Tunnelling exponent 2 N^(-1/3)/a: 22.3 (dimensionless)
Thermal exponent eps3/kT: 11.1 (dimensionless)
Band exponential factor: 6.3e-26 (dimensionless)
Hopping exponential factor: 2.9e-15 (dimensionless)
```
